# Inverse Cholesky and Löwdin Factors of a Banded Overlap

## The problem

Localized orbitals \(\phi_1,\dots,\phi_n\) are real, normalized and linearly independent. Their overlap matrix \(S\) is then symmetric and positive definite with \(S_{ii}=1\). Suppose that it is banded, \(S_{ij}=0\) for \(|i-j|>m\), and that its eigenvalues lie in \([a,b]\) with \(0<a<b\). A matrix \(X\) with \(X^TSX=1\) turns these orbitals into an orthonormal set, whose coefficients are the columns of \(X\). Two choices are the Löwdin factor \(S^{-1/2}\) and the factor \(Z\) built by the AINV recursion:

> Start from the unit vectors, \(z_j=e_j\). For \(i=1,\dots,n\), compute \(p_j=e_i^TSz_j\) for all \(j\ge i\), and replace \(z_j\) by \(z_j-(p_j/p_i)z_i\) for all \(j>i\). At the end divide each \(z_i\) by \(\sqrt{p_i}\), where \(p_i\) is the pivot found at stage \(i\).

(a) Show that the recursion S-orthogonalizes the unit vectors, and identify \(Z\) in terms of the Cholesky factorization \(S=LL^T\), where \(L\) is lower triangular with positive diagonal.

(b) Carry it out for four orbitals in a chain with neighbour overlap \(s=0.4\) and no other overlap.

(c) Find upper bounds on the elements of \(Z\) and \(S^{-1/2}\) at distance \(k=|i-j|\). Do the guaranteed exponential rates differ?

(d) For a long uniform chain with \(0<s<1/2\), find the elements of both factors far from the ends.

(e) For 200 orbitals and \(s=0.4\), which factor is sparser, at equal element threshold and at equal accuracy?

All quantities are dimensionless.

## Hints

1. For (a), ask which vectors \(z_j\) is already S-orthogonal to when stage \(i\) begins.
2. For (c), column \(j\) of \(Z\) solves a linear system with the leading \(j\times j\) block of \(S\). Expand \(1/x\) in Chebyshev polynomials: a low-degree polynomial of a banded matrix is banded. An integral over shifted inverses gives \(S^{-1/2}\).
3. For (d), multiply the pivots together to obtain a linear recursion. For the Löwdin factor, write \(1+2s\cos\theta\) as a squared modulus.
4. For (e), compare the part of a column of \(Z\) that is cut off with an earlier column.

## Solution

### (a) What the recursion computes

When stage \(i\) begins, each \(z_j\) with \(j\ge i\) equals \(e_j\) plus a combination of \(e_1,\dots,e_{i-1}\), and is S-orthogonal to those \(i-1\) unit vectors. This holds trivially for \(i=1\). Assume it at stage \(i\) and write \(z_i=e_i+\sum_{l<i}c_le_l\). Then

\[
z_i^TSz_j=e_i^TSz_j+\sum_{l<i}c_l\,e_l^TSz_j=p_j ,
\]

because every term of the sum vanishes. In particular \(p_i=z_i^TSz_i>0\), so the division is allowed. The update gives

\[
z_i^TS\left(z_j-\frac{p_j}{p_i}z_i\right)=p_j-\frac{p_j}{p_i}p_i=0 .
\]

Orthogonality to \(e_1,\dots,e_{i-1}\) survives, since both vectors have it. Together with orthogonality to \(z_i\), it implies orthogonality to \(e_i\). The induction is complete.

After normalization \(Z^TSZ=1\), with \(Z\) upper triangular and its diagonal \(1/\sqrt{p_i}\) positive. Hence \(S=Z^{-T}Z^{-1}\), a product of a lower triangular matrix with positive diagonal and its transpose. Such a factorization is unique: if \(L_1L_1^T=L_2L_2^T\), then \(L_2^{-1}L_1=L_2^TL_1^{-T}\) is both lower and upper triangular, hence a diagonal matrix \(\Delta\). The left side gives \(L_1=L_2\Delta\), and the right side then equals \(\Delta^{-1}\). So \(\Delta^2=1\), and positivity gives \(\Delta=1\). Therefore

\[
Z=L^{-T},\qquad S^{-1}=ZZ^T .
\]

The two orthonormal sets differ by a rotation. With \(Q=Z^{-1}S^{-1/2}\),

\[
Q^TQ=S^{-1/2}Z^{-T}Z^{-1}S^{-1/2}=S^{-1/2}SS^{-1/2}=1 .
\]

A Hamiltonian matrix transformed with either untruncated factor therefore has the same eigenvalues.

The band limits the number of updates. For \(j>i+m\) the vector \(z_j\) is still \(e_j\) at stage \(i\), and \(p_j=S_{ij}=0\). At most \(m\) columns change per stage. This does not make \(Z\) banded, because each update passes on the whole tail of \(z_i\).

### (b) Four orbitals

For \(m=1\), stage \(i\) changes only \(z_{i+1}\), with \(p_{i+1}=s\) at that stage. The next vector and its pivot are

\[
z_{i+1}=e_{i+1}-\frac{s}{p_i}z_i,\qquad
p_{i+1}=e_{i+1}^TSz_{i+1}=1-\frac{s^2}{p_i}.
\]

The last step uses \(e_{i+1}^TSz_i=s\), since \(z_i\) has coefficient 1 on site \(i\) and nothing beyond it. With \(s=0.4\) the pivots are

\[
p_1=1,\quad p_2=1-0.16=0.84,\quad p_3=1-\frac{0.16}{0.84}=0.8095,\quad p_4=0.8024 .
\]

The second vector is \((-0.4,1,0,0)^T\). Division by \(\sqrt{0.84}\) gives \((-0.4364,1.0911,0,0)^T\). The others follow in the same way:

\[
Z=\begin{pmatrix}
1&-0.4364&0.2117&-0.1051\\
0&1.0911&-0.5293&0.2627\\
0&0&1.1114&-0.5516\\
0&0&0&1.1164
\end{pmatrix}.
\]

The first row of \(S^{-1/2}\) is \((1.0813,-0.2597,0.0928,-0.0320)\) and the second is \((-0.2597,1.1741,-0.2917,0.0928)\); the other two are their mirror images. Löwdin orbitals spread to both sides and respect the reflection of the chain. AINV leaves the first orbital untouched and makes each later one carry the whole correction towards its predecessors.

### (c) Decay bounds

Let \(S_j\) be the leading \(j\times j\) block. Before normalization \(z_j\) is supported on the first \(j\) sites, is S-orthogonal to \(e_1,\dots,e_{j-1}\), and satisfies \(e_j^TSz_j=p_j\). Restricted to these sites, \(S_jz_j=p_je_j\). Its last coefficient is 1, so \(p_j=1/(S_j^{-1})_{jj}\). Dividing by \(\sqrt{p_j}\) gives

\[
Z_{ij}=\sqrt{p_j}\,(S_j^{-1})_{ij},\qquad i\le j .
\]

Moreover \(p_j\le1\): \(e_j\) is \(z_j\) plus a combination of earlier, S-orthogonal vectors, so \(1=e_j^TSe_j\) is \(p_j\) plus a non-negative number. Thus \(|Z_{ij}|\le|(S_j^{-1})_{ij}|\). The spectrum of \(S_j\) lies in \([a,b]\), because its Rayleigh quotients are those of \(S\) for vectors supported on the first \(j\) sites.

It remains to bound the inverse. Define

\[
q=\frac{\sqrt b-\sqrt a}{\sqrt b+\sqrt a},\qquad
A=\frac{(\sqrt a+\sqrt b)^2}{4},\qquad
y=\frac{2x-a-b}{b-a}=\cos\theta .
\]

Since \(A(1+q)^2=b\) and \(A(1-q)^2=a\), we have \(x=A(1+q^2+2q\cos\theta)\) and \(A(1-q^2)=\sqrt{ab}\). Summing a geometric series with \(v=-qe^{i\theta}\),

\[
1+2\sum_{l\ge1}(-q)^l\cos l\theta
=\mathrm{Re}\,\frac{1+v}{1-v}
=\frac{1-q^2}{1+q^2+2q\cos\theta}.
\]

As \(\cos l\theta=T_l(y)\), division by \(A(1-q^2)\) yields

\[
\frac1x=\frac1{\sqrt{ab}}\left[1+2\sum_{l\ge1}(-q)^lT_l(y)\right].
\]

Insert \(S_j\) for \(x\). Then \(T_l\) has half-bandwidth at most \(lm\), and its elements do not exceed its norm, which is at most 1. At distance \(k\ge1\) only \(l\ge\lceil k/m\rceil\) can contribute. The remaining geometric sum is bounded by

\[
|(S_j^{-1})_{ij}|\le\frac{2}{\sqrt{ab}}\frac{q^{\lceil k/m\rceil}}{1-q}
=\left(\frac1a+\frac1{\sqrt{ab}}\right)q^{\lceil k/m\rceil},
\]

where \(1-q=2\sqrt a/(\sqrt a+\sqrt b)\) was used. For \(k=0\) the bound holds because the element is at most \(1/a\). The same bound applies to \(|Z_{ij}|\).

For the Löwdin factor use

\[
S^{-1/2}=\frac2\pi\int_0^\infty (S+t^2)^{-1}\,dt ,
\]

which holds for each eigenvalue. The shifted matrix has the same band and spectrum in \([a+t^2,b+t^2]\). The ratio of these limits falls with \(t\), so its decay factor never exceeds \(q\). Its prefactor is at most \(2/(a+t^2)\), whence

\[
|(S^{-1/2})_{ij}|\le\frac2\pi q^{\lceil k/m\rceil}\int_0^\infty\frac{2\,dt}{a+t^2}
=\frac{2}{\sqrt a}\,q^{\lceil k/m\rceil}.
\]

The guaranteed rates are the same. They are useful for large systems if \(a\) stays away from zero and \(m\) stays bounded as \(n\) grows. Near linear dependence \(q\) approaches 1 and the guarantee weakens. A bounded \(m\) means a chain-like system. On an \(L\times L\) lattice numbered row by row, \(m=L\), so the number of elements per column that the bound allows above a threshold grows with \(L\), even where the true number does not. Both bounds were tested numerically on a disordered matrix with \(m=2\), \(n=60\) and \(q=0.266\), as well as on the 200-site chain. The test allows an absolute rounding error of \(10^{-13}\), so it bears only on elements whose bound is larger than that; the far elements rest on the proof above.

### (d) The long uniform chain

Let \(D_j=p_1p_2\cdots p_j\) and \(D_0=1\). Multiplying \(p_j=1-s^2/p_{j-1}\) by \(D_{j-1}\) gives \(D_j=D_{j-1}-s^2D_{j-2}\). The trial solution \(\lambda^j\) requires \(\lambda^2-\lambda+s^2=0\), so

\[
\lambda_\pm=\frac{1\pm g}{2},\quad g=\sqrt{1-4s^2},\qquad
D_j=\frac{\lambda_+^{j+1}-\lambda_-^{j+1}}{g},
\]

which reproduces \(D_0=D_1=1\). Repeated use of the vector recursion puts \((-s)^{j-i}/(p_i\cdots p_{j-1})\) on site \(i\) of \(z_j\). Dividing by \(\sqrt{p_j}=\sqrt{D_j/D_{j-1}}\),

\[
Z_{ij}=(-s)^{j-i}\frac{D_{i-1}}{\sqrt{D_{j-1}D_j}},\qquad i\le j .
\]

Write \(c=\lambda_+\) and \(r=s/c\). Since \(\lambda_-/\lambda_+=s^2/c^2=r^2\), the second term of \(D_{i-1}\) is smaller than the first by \(r^{2i}\). Away from the left end \(D_i\simeq c^{i+1}/g\), and therefore

\[
Z_{j-k,j}\to\frac{(-r)^k}{\sqrt c}.
\]

For the Löwdin factor, take an infinite chain, where plane waves diagonalize \(S\) with eigenvalue \(1+2s\cos\theta\). Because \(cr=s\) and \(c(1+r^2)=\lambda_++\lambda_-=1\),

\[
1+2s\cos\theta=c\,|1+re^{i\theta}|^2 .
\]

The binomial series is \((1+re^{i\theta})^{-1/2}=\sum_l a_le^{il\theta}\), with \(a_l=(-r)^l\binom{2l}{l}/4^l\). Multiplying by its complex conjugate and collecting the coefficient of \(e^{ik\theta}\),

\[
(S^{-1/2})_k=\frac1{\sqrt c}\sum_{l\ge0}a_la_{l+k}.
\]

For large \(k\), \(\binom{2(l+k)}{l+k}/4^{l+k}\simeq1/\sqrt{\pi k}\) in the terms that matter, since \(r^{2l}\) suppresses large \(l\). The remaining sum is \(\sum_l r^{2l}\binom{2l}{l}/4^l=(1-r^2)^{-1/2}\). With \(c(1-r^2)=\lambda_+-\lambda_-=g\),

\[
(S^{-1/2})_k\simeq\frac{(-r)^k}{\sqrt{\pi k g}} .
\]

Both factors decay as \(r^k\), but Löwdin has an additional \(k^{-1/2}\). The spectrum \(1+2s\cos\theta\) gives \(a=1-2s\) and \(b=1+2s\), so \(\sqrt{ab}=g\) and \(q=(\sqrt b-\sqrt a)^2/(b-a)=(2-2g)/(4s)=\lambda_-/s\). Since \(\lambda_+\lambda_-=s^2\), this equals \(s/\lambda_+=r\), so the exponential rate in (c) is attained.

For \(s=0.4\), \(g=0.6\), \(c=0.8\) and \(r=0.5\). Elements from the middle of the 200-site chain are:

| \(k\) | \(Z\) | \(S^{-1/2}\) |
|---:|---:|---:|
| 0 | 1.118 | 1.200 |
| 1 | −0.5590 | −0.3107 |
| 5 | −0.03494 | −0.009797 |
| 20 | \(1.066\times10^{-6}\) | \(1.538\times10^{-7}\) |

At \(k=20\) the asymptotic Löwdin value is \(1.553\times10^{-7}\), about 1% above the computed element.

Two limits help to read the table. For small \(s\), \(r\simeq s\): the neighbour element is \(-s\) in \(Z\) but \(-s/2\) in \(S^{-1/2}\), which shares the correction between two orbitals. As \(s\to1/2\), \(g\to0\) and \(r=\sqrt{(1-g)/(1+g)}\simeq1-g\). The decay length, about \(1/g\) sites, diverges and both factors lose their locality. This limit belongs to the model, in which \(a=1-2s\) because all farther overlaps are set to zero. Real orbitals with such a neighbour overlap also overlap their second neighbours, which raises \(a\) for a chain of 1s functions. For hydrogen atoms in the STO-3G basis with \(s=0.5\), the second-neighbour overlap is 0.12, \(a\) is about 0.21, and both factors remain local. The rates and counts given here should not be transferred to real orbitals with the same \(s\).

### (e) Sparsity

Neither factor is banded, so sparsity depends on what may be neglected. Keep elements larger than \(10^{-6}\) in magnitude. In a bulk column of \(Z\) this requires \(1.118\times2^{-k}>10^{-6}\), or \(k\le20\): 21 elements. The middle Löwdin column has 35, from \(k\le17\) on both sides. The whole matrices have 3988 and 6694 such elements, a ratio of 0.60. Equal half-widths would give \(21/41\approx0.51\) per bulk column. The ratio is larger because Löwdin elements are smaller at large distance: they fall below the threshold at \(k=18\), those of \(Z\) only at \(k=21\).

Symmetry changes the verdict on storage. The upper triangle of \(S^{-1/2}\), diagonal included, has 3447 significant elements, fewer than \(Z\). In the natural order, the advantage of \(Z\) therefore lies in the nonzeros that enter a matrix product, not in the independent numbers stored. Variation 2 shows that another order can lower the count for \(Z\) below 3447.

Equal thresholds do not give equal accuracy. Measure the error by the spectral norm of \(X^TSX-1\), relative to the unit matrix. It is \(1.16\times10^{-6}\) for the thresholded \(Z\) and \(2.27\times10^{-6}\) for Löwdin. A fairer comparison keeps \(k\le w\) and adjusts \(w\).

For \(Z\) the error can be bounded. Let \(j'=j-w-1\ge1\). The discarded sites of column \(j\) are \(i\le j'\), and there (d) gives \(Z_{ij}=t_jZ_{ij'}\) with

\[
t_j=(-s)^{w+1}\sqrt{\frac{D_{j'-1}D_{j'}}{D_{j-1}D_j}} .
\]

All pivots are at least \(c\): \(p_1=1>c\), and \(p_i\ge c\) implies \(p_{i+1}=1-s^2/p_i\ge1-s^2/c=c\). Each of \(D_{j-1}/D_{j'-1}\) and \(D_j/D_{j'}\) is a product of \(w+1\) pivots, so \(|t_j|\le(s/c)^{w+1}=r^{w+1}\).

The truncated factor is thus \(Z_w=Z(1-T)\), where \(T\) has the elements \(t_j\) at positions \((j',j)\) and zeros elsewhere. Each row and each column of \(T\) holds at most one nonzero element, so \(T^TT\) is diagonal and \(\|T\|_2=\max_j|t_j|\le r^{w+1}\). Using \(Z^TSZ=1\),

\[
Z_w^TSZ_w-1=(1-T^T)(1-T)-1=-T-T^T+T^TT,
\]

\[
\|Z_w^TSZ_w-1\|_2\le2r^{w+1}+r^{2w+2}.
\]

At \(w=10\) the bound is \(9.77\times10^{-4}\) and the computed error \(9.65\times10^{-4}\), so little is given away.

For an error of at most \(10^{-6}\), \(Z\) needs \(w=20\) and Löwdin \(w=19\). A bulk column then holds 21 elements of \(Z\) against \(2\times19+1=39\) of \(S^{-1/2}\). At this accuracy \(Z\) has little more than half the matrix elements, while the independent elements, 21 and 20 per orbital, are nearly equal. The ratio depends on the target: Löwdin with \(w=18\) misses \(10^{-6}\) only narrowly, and at a target of \(10^{-4}\) the widths are 14 and 12, a ratio of \(15/25=0.60\).

## Variation 1: drop elements during the recursion

**Question.** Elements of the unnormalized vectors below \(10^{-6}\) are removed after every update. What change keeps the pivots positive for any positive definite \(S\), and how does the work scale for the chain?

**Solution.** The short product \(e_i^TSz_j\) relied on orthogonality that dropping spoils. Use \(z_i^TSz_j\) instead. The pivot is then safe: \(z_i^TSz_i\ge a\|z_i\|^2\ge a\), because the coefficient 1 on site \(i\) is never dropped. In the 200-site run the smallest pivot is 0.800, well above \(a=0.200\). The chain itself does not need the safeguard: there the short pivot \(1-s^2/p_i\) involves only the diagonal and neighbour elements of \(z_{i+1}\), which are not dropped, so it stays at least \(c=0.8\). The change provides the guarantee for a general \(S\).

Count the vector elements used in updates. Without dropping, \(z_i\) has \(i\) elements and is used once, for \(i=1,\dots,n-1\). The total \(n(n-1)/2\) is 19,900 for \(n=200\) and 79,800 for \(n=400\). With dropping, bulk elements \(2^{-k}\) survive for \(k\le19\), so a vector has at most 20 elements. The counts become 3790 and 7790: linear growth apart from the short vectors at the start. The products \(z_i^TSz_j\) are not in this count. Forming them for all \(j\ge i\), as the recursion is written, would take \(n(n+1)/2\) products. Most can be skipped: \(Sz_i\) vanishes beyond site \(i+m\), and for \(j>i+m\) the vector \(z_j\) is still \(e_j\), so the product is zero. At most \(m+1\) products per stage remain, two for the chain, and with sparse storage each has bounded cost. The total work for the chain is then linear in \(n\).

The final factor has 3810 elements and an error of \(1.83\times10^{-6}\). This is close to the bound \(2r^{20}\simeq1.91\times10^{-6}\) for cutting the finished \(Z\) at \(w=19\).

## Variation 2: take the odd sites first

**Question.** Renumber the same chain so that all odd sites precede all even ones. What happens to the two counts above \(10^{-6}\)?

**Solution.** A permutation \(P\) gives \((P^TSP)^{-1/2}=P^TS^{-1/2}P\), so Löwdin elements merely move and their count stays 6694. The factor \(Z\) does change. Odd sites do not overlap one another, so their 100 columns remain unit vectors.

When an even site is treated, its predecessors include everything to its left and its right neighbour. Odd sites farther right are not connected to it through predecessors and receive zeros. By the column formula, eliminating the two sides gives the bulk pivot \(1-s^2/c-s^2=0.64\). The normalized elements are \((-r)^k/0.8\) to the left and \(-s/0.8=-0.5\) on the right neighbour. Since \(1.25\times2^{-k}>10^{-6}\) for \(k\le20\), a bulk even column has \(21+1=22\) significant elements.

The total for \(Z\) is 2199, down from 3988, and the thresholded error is \(7.5\times10^{-7}\), also below that of the natural order. In this chain the gain comes from columns that need no orthogonalization at all. The sparsity of an inverse Cholesky factor thus belongs to the overlap and the chosen order together. The numerical output below lists the values for both orders.

## Values computed for the example and the checks

```
All values are dimensionless
chain: s = 0.4, r = 0.500000, c = 0.800000, n = 200
spectrum: a = 0.200098, b = 1.799902, q = 0.499898
n=4 AINV pivots: 1.000000 0.840000 0.809524 0.802353
n=4 Z row 1: 1.000000 -0.436436 0.211702 -0.105072
n=4 Z row 2: 0.000000 1.091089 -0.529256 0.262681
n=4 Z row 3: 0.000000 0.000000 1.111438 -0.551630
n=4 Z row 4: 0.000000 0.000000 0.000000 1.116393
n=4 Loewdin row 1: 1.081316 -0.259741 0.092750 -0.031961
n=4 Loewdin row 2: -0.259741 1.174066 -0.291702 0.092750
n=4 Loewdin row 3: 0.092750 -0.291702 1.174066 -0.259741
n=4 Loewdin row 4: -0.031961 0.092750 -0.259741 1.081316
bulk elements: distance, Z, Loewdin, Loewdin/Z
 0 1.118034e+00 1.199854e+00 1.07318
 1 -5.590170e-01 -3.107387e-01 0.55587
 2 2.795085e-01 1.179464e-01 0.42198
 5 -3.493856e-02 -9.797219e-03 0.28041
10 1.091830e-03 2.205052e-04 0.20196
20 1.066240e-06 1.537525e-07 0.14420
Loewdin asymptote at distance 20 = 1.553226e-07
element threshold and target residual = 1.0e-06
elements above threshold: Z 3988, Loewdin 6694
Loewdin upper triangle above threshold = 3447
middle column above threshold: Z 21, Loewdin 35
threshold residual: Z 1.1573e-06, Loewdin 2.2672e-06
Z residual at w=10: 9.6461e-04, bound 9.7680e-04
Z width for target = 20, residual = 9.1504e-07
Loewdin width for target = 19, residual = 5.3368e-07
bulk elements per column at target: Z 21, Loewdin 39
AINV with dropping: elements 3810, residual 1.8301e-06
smallest pivot with dropping = 0.800000
updated entries, no dropping: n=200 19900, n=400 79800
updated entries, dropping: n=200 3790, n=400 7790
odd-first elements above threshold: Z 2199, Loewdin 6694
odd-first Z threshold residual = 7.5456e-07
pentadiagonal test: n = 60, a = 0.51524, b = 1.53367, q = 0.26613
largest AINV-Cholesky difference = 2.2e-16
```
